# Depth-Averaged Flux of a Parallel Beam in a Harmonic Planar Channel: a numerical check

```python
"""
Result under test: ions enter a harmonic planar channel |x| < w parallel to
the planes, uniformly spread.  Their depth-averaged density relative to a
random direction is F(x) = (2/pi) arccosh(w/|x|).
Symbols: x distance from mid-channel, w half-width, k force constant of the
transverse potential k x^2/2, E ion energy, kappa = sqrt(k/2E) wave number,
lam = 2 pi/kappa wavelength, S stopping power, M proton mass, m electron mass.
Lengths are in nm, energies in eV, slopes in rad.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq

rng = np.random.default_rng(7)

# ---------- example: 1 MeV protons between silicon {110} planes ----------
E = 1.0e6
Z_target = 14
depth = 200.0
stopping = 40.0             # rough typical value, eV/nm
excitation = 170.0          # rough mean excitation energy, eV
divergence = np.radians(0.02)   # rough typical beam divergence
band = 0.01                 # rough vibration size of an interstitial, nm
lattice = const.physical_constants["lattice parameter of silicon"][0] * 1e9
bohr = const.physical_constants["Bohr radius"][0] * 1e9
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9     # eV nm
mass_ratio = const.m_e / const.m_p

spacing = lattice / (2 * np.sqrt(2))
w = spacing / 2
areal = 8 / lattice**3 * spacing
screen = (9 * np.pi**2 / 128) ** (1 / 3) * bohr / Z_target ** (1 / 3)
core = np.sqrt(3) * screen
strength = 2 * np.pi * Z_target * coulomb * areal

# plane spacing from the atoms of the diamond cell (units of lattice/4)
fcc = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
atoms = np.vstack([fcc, fcc + 1])
levels = np.unique(atoms[:, 0] + atoms[:, 1]) * lattice / (4 * np.sqrt(2))
assert np.allclose(np.diff(levels), spacing, rtol=1e-12)


def plane_potential(y):
    return strength * (np.sqrt(y * y + core**2) - y)


def channel_potential(x):
    return (plane_potential(w + x) + plane_potential(w - x)
            - 2 * plane_potential(w))


def channel_gradient(x):
    right, left = w + x, w - x
    return strength * (right / np.sqrt(right**2 + core**2)
                       - left / np.sqrt(left**2 + core**2))


# planar potential from the sum over screened atoms spread over a plane
def atom_ring(r, y):
    dist = np.hypot(r, y)
    return r * (1 / dist - 1 / np.hypot(dist, core))


for y in (0.03, w):
    total = quad(atom_ring, 0, 1, args=(y,), limit=200)[0]
    total += quad(atom_ring, 1, np.inf, args=(y,), limit=200)[0]
    assert abs(strength * total / plane_potential(y) - 1) < 1e-5

k = 2 * strength * core**2 / (w * w + core**2) ** 1.5
step = 1e-3
curvature = 2 * channel_potential(step) / step**2
assert abs(curvature / k - 1) < 2e-3
numeric = (channel_potential(0.7 * w + 1e-5)
           - channel_potential(0.7 * w - 1e-5)) / 2e-5
assert abs(numeric / channel_gradient(0.7 * w) - 1) < 1e-5

kappa = np.sqrt(k / (2 * E))
lam = 2 * np.pi / kappa


# ---------- derived formulas ----------
def flux(x):
    return 2 / np.pi * np.arccosh(w / x)


def flux_integral(s, edge=w):
    """Integral of (2/pi) arccosh(edge/x) from 0 to s."""
    s = np.clip(s, 1e-12, edge)
    return 2 / np.pi * (s * np.arccosh(edge / s) + edge * np.arcsin(s / edge))


def bin_flux(bins, edge=w):
    edges = np.linspace(0, w, bins + 1)
    return np.diff(flux_integral(edges, edge)) * bins / w


# ---------- trajectories from the equation of motion ----------
def harmonic_gradient(x):
    return k * x


def fly(entry, length, steps, bins=20, gradient=harmonic_gradient,
        slope0=0.0, kick_rate=0.0):
    """Return depth-averaged relative flux in bins of |x|, final x and slope."""
    h = length / steps
    x = np.array(entry, dtype=float)
    slope = np.full_like(x, slope0)
    counts = np.zeros(bins + 1)
    for _ in range(steps):
        x = x + 0.5 * h * slope
        index = np.minimum(np.abs(x) / w * bins, bins).astype(int)
        counts += np.bincount(index, minlength=bins + 1)
        slope = slope - h * gradient(x) / (2 * E)
        if kick_rate > 0:
            slope = slope + np.sqrt(kick_rate * h) * rng.standard_normal(x.size)
        x = x + 0.5 * h * slope
    return counts[:bins] * bins / (steps * x.size), x, slope


entries = (np.arange(2000) + 0.5) / 2000 * w

# main result against trajectories, over one and over a quarter wavelength
full, x_end, slope_end = fly(entries, lam, 2000)
quarter = fly(entries, lam / 4, 1000)[0]
error_full = np.max(np.abs(full - bin_flux(20)))
error_quarter = np.max(np.abs(quarter - bin_flux(20)))
assert error_full < 0.01 and error_quarter < 0.01
assert np.allclose(x_end, entries, rtol=1e-4)
assert np.max(np.abs(slope_end)) < 1e-4 * kappa * w

# share of depth that one orbit spends near mid-channel
single = fly([0.7 * w], lam, 4000)[0]
assert abs(single[:7].sum() / 20 - 2 / np.pi * np.arcsin(0.5)) < 2e-3

# no phase mixing: the compression persists after five wavelengths
x_late = fly(entries, 5 * lam + 1 / kappa, 5000)[1]
late_density = np.mean(np.abs(x_late) < 0.3 * w) / 0.3
assert abs(late_density - 1 / np.cos(1.0)) < 4e-3


# point values by quadrature over amplitudes, with amplitude = x + q^2
def flux_by_amplitudes(x):
    value = quad(lambda q: 2 / np.sqrt(2 * x + q * q), 0, np.sqrt(w - x))[0]
    return 2 / np.pi * value


def flux_by_depth(x):
    return 2 / np.pi * quad(lambda p: 1 / np.cos(p), 0, np.arccos(x / w))[0]


points = np.array([0.1, 0.25, 0.5, 0.8]) * w
for x in points:
    assert abs(flux_by_amplitudes(x) - flux(x)) < 1e-7
    assert abs(flux_by_depth(x) - flux(x)) < 1e-7
near = 1e-3 * w
assert abs(flux_by_amplitudes(near) - 2 / np.pi * np.log(2 * w / near)) < 1e-5
mean_flux = quad(flux, 0, w)[0] / w
assert abs(mean_flux - 1) < 1e-6
crossing = brentq(lambda x: flux_by_amplitudes(x) - 1, 0.1 * w, 0.9 * w)
assert abs(crossing - w / np.cosh(np.pi / 2)) < 1e-7
band_flux = flux_integral(band) / band
assert abs(quad(flux_by_amplitudes, 0, band)[0] / band - band_flux) < 1e-5

# ---------- neglected effects ----------
# ions that enter close to a plane are lost to the random part of the beam
cut = w - screen
kept = fly(entries / w * cut, lam, 2000)[0] * cut / w
assert np.max(np.abs(kept - bin_flux(20, cut))) < 0.01
lost_share = 1 - cut / w
flux_lost = bin_flux(5, cut) + lost_share

# transverse energy gain from free-electron recoils, with weight dT/T^2
recoil_max = 4 * mass_ratio * E
recoil = np.geomspace(excitation**2 / recoil_max, recoil_max, 4001)
sin2 = 1 - recoil / recoil_max
gain = trapezoid(mass_ratio * recoil * sin2 / 2 / recoil**2, recoil)
loss = trapezoid(recoil / recoil**2, recoil)
gain_bound = mass_ratio / 2
gain_share = gain / loss / gain_bound
assert 0.7 < gain_share < 1
gain_rate = gain_bound * stopping
kick_rate = gain_rate / E
focus_spread = np.sqrt(gain_rate * lam / 4 / k)
x_focus = fly(np.zeros(20000), lam / 4, 300, kick_rate=kick_rate)[1]
assert abs(np.std(x_focus) / focus_spread - 1) < 0.03

# a tilted ray misses the focus by divergence/kappa
focus_shift = divergence / kappa
x_tilt = fly([0.0], lam / 4, 1000, slope0=divergence)[1][0]
assert abs(x_tilt / focus_shift - 1) < 1e-4


# slowing down: drag along the velocity, unit mass, state x, px, p
def slowing(z, state):
    x, px, p = state
    return [px / p, (-k * x - stopping * px / p) / p, -stopping / p]


far = 5000.0
run = solve_ivp(slowing, (0, far), [0.5 * w, 0.0, np.sqrt(2 * E)],
                rtol=1e-9, atol=1e-11)
x_far, px_far, p_far = run.y[:, -1]
shrink = np.sqrt(x_far**2 + px_far**2 / k) / (0.5 * w)
assert abs(shrink - (1 - stopping * far / E) ** 0.25) < 2e-3
shrink_example = (1 - stopping * depth / E) ** 0.25

# finite depth, anharmonic potential and scattering for the example
flux_finite = fly(entries, depth, 2000, bins=5)[0]
flux_anharmonic = fly(entries, depth, 2000, bins=5,
                      gradient=channel_gradient)[0]
flux_long = fly(entries, 20 * lam, 20000, bins=5,
                gradient=channel_gradient)[0]
many = (np.arange(4000) + 0.5) / 4000 * w
flux_scattered = fly(many, depth, 1000, bins=5, kick_rate=kick_rate)[0]

speed = np.sqrt(2 * E * const.e / const.m_p)
level_step = const.hbar * kappa * 1e9 * speed / const.e
well = 0.5 * k * w * w


def row(values):
    return " ".join(f"{v:.3f}" for v in values)


print(f"Silicon lattice parameter: {lattice:.5f} nm")
print(f"Plane spacing {{110}}: {spacing:.4f} nm")
print(f"Channel half-width w: {w:.4f} nm")
print(f"Proton energy: {E/1e6:.1f} MeV")
print(f"Averaging depth: {depth:.0f} nm")
print(f"Areal density of a plane: {areal:.3f} atoms/nm^2")
print(f"Screening length: {screen:.5f} nm")
print(f"Planar potential prefactor: {strength:.1f} eV/nm")
print(f"Force constant k: {k:.1f} eV/nm^2")
print(f"Wave number kappa: {kappa:.5f} 1/nm")
print(f"Wavelength: {lam:.1f} nm")
print(f"First focus depth: {lam/4:.1f} nm")
print(f"Averaging depth in quarter wavelengths: {4*depth/lam:.2f}")
for x in points:
    print(f"Flux at x/w = {x/w:.2f}, x = {x:.4f} nm: {flux(x):.4f}")
print(f"Mean of flux over channel: {mean_flux:.6f}")
print(f"Flux equals 1 at x/w: {crossing/w:.4f}")
print(f"Flux equals 1 at x: {crossing:.4f} nm")
print(f"Mean flux within {band:.2f} nm of centre: {band_flux:.3f}")
print(f"Largest bin error, one wavelength: {error_full:.4f}")
print(f"Largest bin error, quarter wavelength: {error_quarter:.4f}")
print(f"Density 1 rad past five wavelengths: {late_density:.3f}")
print("Mean flux in five equal bins of |x|/w from 0 to 1:")
print("  formula:", row(bin_flux(5)))
print("  harmonic, example depth:", row(flux_finite))
print("  Lindhard, example depth:", row(flux_anharmonic))
print("  Lindhard, 20 wavelengths:", row(flux_long))
print("  harmonic with scattering:", row(flux_scattered))
print("  formula with lost ions:", row(flux_lost))
print(f"Harmonic well depth at w: {well:.2f} eV")
print(f"Lindhard well depth at w: {channel_potential(w):.2f} eV")
print(f"Share of ions lost near planes: {lost_share:.3f}")
print(f"Stopping power (rough input): {stopping:.0f} eV/nm")
print(f"Mean excitation energy (rough input): {excitation:.0f} eV")
print(f"Bound on transverse energy gain: {gain_rate:.5f} eV/nm")
print(f"Free-electron gain / bound: {gain_share:.3f}")
print(f"Bound on gain over example depth: {gain_rate*depth:.2f} eV")
print(f"Scattering spread at first focus: {focus_spread:.4f} nm")
print(f"Beam divergence (rough input): {divergence*1e3:.3f} mrad")
print(f"Focus shift by divergence: {focus_shift:.4f} nm")
print(f"Energy loss over example depth: {stopping*depth/1e3:.1f} keV")
print(f"Amplitude factor from slowing: {shrink_example:.4f}")
print(f"Transverse level spacing: {level_step:.3f} eV")
print(f"Harmonic well depth / level spacing: {well/level_step:.1f}")
print("verified")
```

It prints:

```
Silicon lattice parameter: 0.54310 nm
Plane spacing {110}: 0.1920 nm
Channel half-width w: 0.0960 nm
Proton energy: 1.0 MeV
Averaging depth: 200 nm
Areal density of a plane: 9.589 atoms/nm^2
Screening length: 0.01944 nm
Planar potential prefactor: 1214.6 eV/nm
Force constant k: 2614.9 eV/nm^2
Wave number kappa: 0.03616 1/nm
Wavelength: 173.8 nm
First focus depth: 43.4 nm
Averaging depth in quarter wavelengths: 4.60
Flux at x/w = 0.10, x = 0.0096 nm: 1.9055
Flux at x/w = 0.25, x = 0.0240 nm: 1.3136
Flux at x/w = 0.50, x = 0.0480 nm: 0.8384
Flux at x/w = 0.80, x = 0.0768 nm: 0.4413
Mean of flux over channel: 1.000000
Flux equals 1 at x/w: 0.3985
Flux equals 1 at x: 0.0383 nm
Mean flux within 0.01 nm of centre: 2.517
Largest bin error, one wavelength: 0.0003
Largest bin error, quarter wavelength: 0.0001
Density 1 rad past five wavelengths: 1.852
Mean flux in five equal bins of |x|/w from 0 to 1:
  formula: 2.100 1.204 0.842 0.570 0.283
  harmonic, example depth: 1.982 1.203 0.888 0.619 0.308
  Lindhard, example depth: 2.164 1.239 0.809 0.541 0.247
  Lindhard, 20 wavelengths: 2.154 1.231 0.833 0.533 0.248
  harmonic with scattering: 1.717 1.288 0.903 0.602 0.328
  formula with lost ions: 2.158 1.253 0.868 0.518 0.202
Harmonic well depth at w: 12.05 eV
Lindhard well depth at w: 30.53 eV
Share of ions lost near planes: 0.202
Stopping power (rough input): 40 eV/nm
Mean excitation energy (rough input): 170 eV
Bound on transverse energy gain: 0.01089 eV/nm
Free-electron gain / bound: 0.805
Bound on gain over example depth: 2.18 eV
Scattering spread at first focus: 0.0135 nm
Beam divergence (rough input): 0.349 mrad
Focus shift by divergence: 0.0097 nm
Energy loss over example depth: 8.0 keV
Amplitude factor from slowing: 0.9980
Transverse level spacing: 0.329 eV
Harmonic well depth / level spacing: 36.6
verified
```
